# In-Plane Hole Masses in an Infinite Well: Spherical Luttinger Model

A quantum well splits the fourfold valence-band edge into heavy and light levels. It is tempting to read their in-plane masses from the diagonal elements of the Luttinger Hamiltonian. In a 10 nm well with bulk masses $0.5m$ and $0.1m$ this gives $0.125m$ for each heavy level and $0.25m$ for each light level. In the model solved below, the second heavy level has the mass $-0.093m$, so its energy falls as the hole starts to move along the well, and the first light level has $0.048m$. The diagonal estimate omits the mixing of heavy and light states by the in-plane motion, which contributes to the same order in the wave number.

## Model and result

Hole energy is counted positive, and $m$ is the free-electron mass. With spin matrices $\mathbf J$ for $J=3/2$,

$$H=\frac{\hbar^2}{2m}\left[\left(\gamma_1+\tfrac52\gamma\right)\mathbf k^2-2\gamma(\mathbf k\cdot\mathbf J)^2\right],\qquad \gamma>0,\ \gamma_1>2\gamma .$$

Along $\mathbf k$ the spin projection is $\pm3/2$ or $\pm1/2$, so $(\mathbf k\cdot\mathbf J)^2$ is $9k^2/4$ or $k^2/4$. The bulk masses and their ratio are therefore

$$m_h=\frac{m}{\gamma_1-2\gamma},\qquad m_l=\frac{m}{\gamma_1+2\gamma},\qquad r=\frac{m_l}{m_h}<1 .$$

All four envelope components vanish at $z=\pm a/2$, and $k_z=-i\,d/dz$. Warping, the split-off band, strain, bulk terms linear in $k$ and barrier penetration are left out. No field acts, so the charge does not enter.

From here on $k$ is the in-plane wave number, taken along $x$. At $k=0$ the levels are $\hbar^2\pi^2n^2/(2m_ha^2)$ and $\hbar^2\pi^2n^2/(2m_la^2)$. Define $M$ by $E=E_n+\hbar^2k^2/(2M)+\dots$. For heavy level $n$, with $x_n=n\pi\sqrt r$,

$$\frac{m_h}{M}=\begin{cases}1+\dfrac{3}{x_n}\cot\dfrac{x_n}{2}, & n\ \text{odd},\\[2mm] 1-\dfrac{3}{x_n}\tan\dfrac{x_n}{2}, & n\ \text{even}.\end{cases}\tag{1}$$

For light level $n$ the left side becomes $m_l/M$ and $x_n=n\pi/\sqrt r$. The well width drops out.

## First derivation: the exact dispersion equation

**Bulk waves.** Quantize the spin along $y$, with $z,x,y$ as a right-handed triple, and let $k_\pm=k_z\pm ik$. Then $\mathbf k\cdot\mathbf J=\frac12(k_-J_++k_+J_-)$, whose square changes the projection by 0 or 2. The states $(3/2,-1/2)$ thus separate from $(1/2,-3/2)$. Reflection $z\to-z$ exchanges these blocks, so every subband is twofold degenerate and one block suffices.

The diagonal elements of $(\mathbf k\cdot\mathbf J)^2$ are $\frac12(\frac{15}{4}-J_y^2)q^2$ with $q^2=k_z^2+k^2$, that is $\frac34q^2$ and $\frac74q^2$. The off-diagonal one is $\frac14k_-^2\cdot2\sqrt3$. Hence

$$H=\frac{\hbar^2}{2m}\begin{pmatrix}(\gamma_1+\gamma)q^2&-\sqrt3\gamma k_-^2\\-\sqrt3\gamma k_+^2&(\gamma_1-\gamma)q^2\end{pmatrix}.$$

Write $k_+^2/q^2=e^{2i\varphi}$, so that $\tan\varphi=k/k_z$. The eigenvectors are $(1,\sqrt3e^{2i\varphi})$ for heavy and $(-\sqrt3,e^{2i\varphi})$ for light holes. For the first, the upper row gives $(\gamma_1+\gamma-3\gamma)q^2$; for the second, the lower row gives $(\gamma_1-\gamma+3\gamma)q^2$, as required.

**Wall conditions.** At energy $E$ the waves have $k_z=\pm k_h,\pm k_l$, where

$$k_{h,l}^2=\frac{2m_{h,l}E}{\hbar^2}-k^2 .$$

Let $\tan\varphi=k/k_h$ and $\tan\theta=k/k_l$; reversing $k_z$ reverses the angle. Let $A_\pm,B_\pm$ be the heavy and light amplitudes, $A_s=A_++A_-$, $A_d=A_+-A_-$, and likewise for $B$. Abbreviate $c_h=\cos(k_ha/2)$, $s_h=\sin(k_ha/2)$, and similarly $c_l,s_l$. Adding and subtracting the conditions at the two walls gives, for the upper component,

$$A_sc_h=\sqrt3B_sc_l,\qquad A_ds_h=\sqrt3B_ds_l,$$

and for the lower component

$$\sqrt3(A_s\cos2\varphi+iA_d\sin2\varphi)c_h+(B_s\cos2\theta+iB_d\sin2\theta)c_l=0,$$
$$\sqrt3(iA_s\sin2\varphi+A_d\cos2\varphi)s_h+(iB_s\sin2\theta+B_d\cos2\theta)s_l=0.$$

The first pair is solved by $A_s=\sqrt3c_l\sigma$, $B_s=c_h\sigma$, $A_d=\sqrt3s_l\tau$, $B_d=s_h\tau$. Points where both coefficients in one of these equations vanish are covered by continuity of the determinant. With $C=3\cos2\varphi+\cos2\theta$ the second pair becomes

$$\sigma c_hc_lC+i\tau(3s_lc_h\sin2\varphi+s_hc_l\sin2\theta)=0,$$
$$i\sigma(3c_ls_h\sin2\varphi+c_hs_l\sin2\theta)+\tau s_hs_lC=0.$$

A nonzero solution requires

$$s_hc_hs_lc_l\,(10+6\cos2\varphi\cos2\theta)+3\sin2\varphi\sin2\theta\,(s_l^2c_h^2+s_h^2c_l^2)=0,$$

where the squares of sines and cosines have combined to $9+1$. Now use $4s_hc_hs_lc_l=\sin k_ha\sin k_la$ and $2(s_l^2c_h^2+s_h^2c_l^2)=1-\cos k_ha\cos k_la$. Insert

$$\cos2\varphi=\frac{k_h^2-k^2}{k_h^2+k^2},\qquad \sin2\varphi=\frac{2kk_h}{k_h^2+k^2},$$

and the same for $\theta$, clear the denominators, and divide by $4k_hk_l$:

$$\left[4k_h^2k_l^2+k^2(k_h^2+k_l^2)+4k^4\right]\frac{\sin k_ha\,\sin k_la}{k_hk_l}+6k^2(1-\cos k_ha\cos k_la)=0.\tag{2}$$

Dividing by $k_hk_l$ removes the false roots at which two of the waves coincide. The left side is even in $k_h$ and in $k_l$, hence real also when either is imaginary.

One false root remains. At $E=0$, $k_h=k_l=ik$; the bracket is $6k^4$, and the two terms, $6k^2\sinh^2ka$ and $-6k^2\sinh^2ka$, cancel. This is no level: the bulk energy is at least $\hbar^2q^2/2m_h$, and a function vanishing at both walls has $\langle k_z^2\rangle\ge\pi^2/a^2$, so $E\ge\hbar^2(k^2+\pi^2/a^2)/(2m_h)$.

**Expansion at the zone centre.** For heavy level $n$ put $k_ha=n\pi+\delta$. From the definitions of $k_h$ and $M$,

$$k_h^2=\frac{n^2\pi^2}{a^2}+\mu k^2,\qquad \mu=\frac{m_h}{M}-1,\qquad \delta=\frac{a^2k^2\mu}{2n\pi},$$

to order $k^2$. To leading order $k_la=x_n$ and $k_hk_l=n\pi x_n/a^2$. In (2), $\sin k_ha\approx(-1)^n\delta$ is already of order $k^2$, so the bracket may be replaced by $4k_h^2k_l^2$, and in the second term $\cos k_ha\approx(-1)^n$. To order $k^2$:

$$4k_hk_l(-1)^n\delta\sin x_n+6k^2\left[1-(-1)^n\cos x_n\right]=0.$$

The first term is $2(-1)^nx_n\mu k^2\sin x_n$. Multiplication by $(-1)^n$ then gives

$$\mu=-\frac{3}{x_n}\,\frac{(-1)^n-\cos x_n}{\sin x_n}.$$

For odd $n$, $(1+\cos x)/\sin x=\cot(x/2)$; for even $n$, $(1-\cos x)/\sin x=\tan(x/2)$. This is (1). Equation (2) is unchanged when $k_h$ and $k_l$ are exchanged, so the light levels follow by exchanging the masses. The expansion assumes $\sin x_n\ne0$.

## Second derivation: repulsion summed over levels

Now quantize the spin along $z$. At $k=0$ the states are products of a spin state and $\sqrt{2/a}\,\sin[n\pi(z+a/2)/a]$, with projection $\pm3/2$ for heavy and $\pm1/2$ for light levels. For $k\ne0$,

$$(\mathbf k\cdot\mathbf J)^2=k_z^2J_z^2+kk_z(J_xJ_z+J_zJ_x)+k^2J_x^2 .$$

**Matrix elements.** The diagonal elements of $J_x^2$ are $3/4$ and $7/4$, so the diagonal inverse in-plane masses are $(\gamma_1+\gamma)/m$ for heavy and $(\gamma_1-\gamma)/m$ for light states.

The linear term connects $3/2$ with $1/2$, where $J_xJ_z+J_zJ_x$ has the element $\frac{\sqrt3}{2}(\frac32+\frac12)=\sqrt3$, and $-1/2$ with $-3/2$, where it is $-\sqrt3$. Between $1/2$ and $-1/2$ the factor $\frac12-\frac12$ vanishes. The off-diagonal part of $J_x^2$ changes the projection by 2 and affects the energy of a nondegenerate doublet beyond order $k^2$.

In space the required element is

$$\left\langle n'\left|\frac{d}{dz}\right|n\right\rangle=\frac{2n}{a}\left[\frac1{n'+n}+\frac1{n'-n}\right]=\frac{4nn'}{a(n'^2-n^2)}$$

if $n+n'$ is odd, and zero otherwise. A heavy level is thus coupled linearly in $k$ only to light levels of opposite index parity.

**The sum.** The coupling has the squared size $12\gamma^2k^2(\hbar^2/2m)^2$ times the square of this element. The energy denominator is

$$E_{hn}-E_{ln'}=\frac{\hbar^2\pi^2}{2m_la^2}(rn^2-n'^2).$$

The relation $\gamma/m=(1/m_l-1/m_h)/4=(1-r)/(4m_l)$ eliminates $\gamma$. Dividing the second-order energy by $\hbar^2k^2/2$ and multiplying by $m_h$ gives

$$\frac{m_h}{M}=\frac{3}{4r}+\frac14-\frac{12n^2(1-r)^2}{\pi^2r}\,S,\qquad S=\sum_{n'}\frac{n'^2}{(n'^2-n^2)^2(n'^2-rn^2)}.\tag{3}$$

The first two terms are $m_h(\gamma_1+\gamma)/m$. Partial fractions in $n'^2$ turn each term of $S$ into

$$\frac{1}{1-r}\,\frac1{(n'^2-n^2)^2}+\frac{r}{n^2(1-r)^2}\left[\frac1{n'^2-rn^2}-\frac1{n'^2-n^2}\right].$$

The sums follow from the Fourier series of $\cos y\vartheta$ on $-\pi<\vartheta<\pi$, which at $\vartheta=\pi$ gives $\pi\cot\pi y=1/y+\sum_{j\ge1}2y/(y^2-j^2)$. With $p=2j$ and $y=t/2$,

$$T_e(t)=\sum_{p\,\rm even}\frac1{p^2-t^2}=\frac1{2t^2}-\frac{\pi}{4t}\cot\frac{\pi t}{2}.$$

Subtracting this from the sum over all $p$, and using $\cot\alpha-2\cot2\alpha=\tan\alpha$,

$$T_o(t)=\sum_{p\,\rm odd}\frac1{p^2-t^2}=\frac{\pi}{4t}\tan\frac{\pi t}{2}.$$

The sums of $1/(p^2-t^2)^2$ are $(1/2t)\,dT/dt$.

For odd $n$, $n'$ is even. At $t=n$ the cotangent vanishes, so $T_e(n)=1/(2n^2)$ and the squared sum is $\pi^2/(16n^2)-1/(2n^4)$. Moreover,

$$T_e(\sqrt r\,n)-T_e(n)=\frac{1-r}{2rn^2}-\frac{\pi}{4\sqrt r\,n}\cot\frac{x_n}{2}.$$

In $S$ the two terms $\mp1/[2n^4(1-r)]$ cancel, leaving

$$S=\frac{\pi^2}{16n^2(1-r)}-\frac{\pi\sqrt r}{4n^3(1-r)^2}\cot\frac{x_n}{2}.$$

Substitution in (3) gives

$$\frac{m_h}{M}=\frac3{4r}+\frac14-\frac{3(1-r)}{4r}+\frac3{x_n}\cot\frac{x_n}2=1+\frac3{x_n}\cot\frac{x_n}2 .$$

For even $n$, $T_o(n)=0$ and the squared sum is $\pi^2/(16n^2)$. The cotangent in $S$ is replaced by $-\tan(x_n/2)$, which gives the second line of (1). For light levels, exchanging the masses changes the sign of $\gamma$. This turns $\gamma_1+\gamma$ into $\gamma_1-\gamma$ and leaves $\gamma^2$ unchanged, so the same sum applies with $r\to1/r$.

## Limits and coincidences

As $r\to1$ the cotangent for odd $n$ and the tangent for even $n$ vanish, and $M\to m_h$: at $r=1$ the coefficient $\gamma$ is zero, so nothing couples the motion to the spin and the mass is the same in all directions. For $n=1$ and $r<1$ the cotangent is positive, so the first heavy level is lighter in the plane than in the bulk.

For $x_n\ll1$, $\cot(x_n/2)\approx2/x_n-x_n/6$, and odd levels have

$$\frac{m_h}{M}\approx\frac{6}{n^2\pi^2r}+\frac12 .$$

Thus $M\to\pi^2m_l/6\approx1.645\,m_l$ for $n=1$, against $4m_l/3$ from the diagonal term: repulsion by the light levels above makes the hole heavier. For even $n$ the limit is $m_h/M\to1-3/2$, so $M\to-2m_h$. Light levels have no such limit, since $n\pi/\sqrt r$ grows and their inverse masses pass through ever more singularities.

A heavy level $n_h$ coincides with a light level when $n_l=\sqrt r\,n_h$, and the singularities of (1) are the coincidences of opposite index parity. If the indices have opposite parity, degenerate perturbation theory replaces the second-order sum. Since $n_h^2-n_l^2=n_h^2(1-r)$, the spatial element has size $4\sqrt r/[a(1-r)]$, and

$$E-E_0=\pm2\sqrt3\,\frac{\hbar^2k}{2}\,\frac{1-r}{4m_l}\,\frac{4\sqrt r}{a(1-r)}=\pm\frac{\sqrt3\,\hbar^2k}{a\sqrt{m_hm_l}}.\tag{4}$$

Equation (2) agrees. With $k_ha=n_h\pi+\delta_h$ and $k_la=n_l\pi+\delta_l$ it gives $\delta_h\delta_l=3k^2/(k_hk_l)$, while $\delta_{h,l}=am_{h,l}(E-E_0)/(\hbar^2k_{h,l})$ to first order. No mass exists at such a point.

If the indices have equal parity, the linear coupling vanishes. In (2), with $\delta_{h,l}$ of order $k^2$, the first term contains $\delta_h\delta_l\sim k^4$, while the second is of order $k^6$. One of the two shifts must therefore vanish at order $k^2$, and the masses are $m_h$ and $m_l$, which is also the continuous limit of (1).

## A 10 nm well

Take the round model parameters $\gamma_1=6$, $\gamma=2$ and $a=10$ nm. Then $m_h=0.5m$, $m_l=0.1m$, $r=0.2$, and $\hbar^2/(2ma^2)=0.3810$ meV. The first heavy edge is $0.3810\,\pi^2/0.5=7.52$ meV. With $x_1=1.40496$ and $\cot(x_1/2)=1.18128$,

$$\frac{m_h}{M}=1+\frac{3\times1.18128}{1.40496}=3.522,\qquad M=\frac{0.5m}{3.522}=0.142m .$$

For the second heavy level $x_2/2=x_1$, and the double-angle formula gives $\tan x_1=2(1.18128)/(1.18128^2-1)=5.975$. Therefore $m_h/M=1-3(5.975)/2.810=-5.38$ and $M=-0.093m$.

The sum over levels shows where the negative sign comes from. The diagonal inverse mass of the second heavy level is $8/m$. The first light level lies only 7.5 meV above it, at 37.6 meV. In units of $1/m$ it contributes

$$\frac{12\gamma^2(8/3)^2}{\pi^2(4/0.5-1/0.1)}=-17.3 .$$

The total is $-5.38/0.5=-10.8$, so all higher light levels together add only $-1.5$. The same pair contributes $+17.3$ to the first light level, raising its inverse mass from 4 to 21.3. The higher heavy levels lower this to 21.0, which gives $M=0.048m$. Which member of the pair has the negative mass depends on their order. By (1) the second heavy level has $M<0$ for all $r<1/4$ and $M>0$ for $1/4<r<1$; just above $r=1/4$ the first light level lies lower and takes the negative mass, for example $-0.174m$ at $m_h=0.5m$, $m_l=0.15m$. In a cubic crystal grown along [001] the order is set by the masses $m/(\gamma_1\mp2\gamma_2)$, which for GaAs ($\gamma_1=6.98$, $\gamma_2=2.06$) have the ratio 0.258, so the assignment in a real well cannot be read from the spherical average.

Diagonalization of the full four-component Hamiltonian tests these results. The first six subbands agree with (2) at three wave numbers, and $m_h/M$ or $m_l/M$ agrees with (1) within $10^{-5}$ for six levels at each of three mass ratios.

The masses describe only the neighbourhood of $k=0$:

| $k$ (nm$^{-1}$) | subband 1 (meV) | its parabola (meV) | subband 2 (meV) |
|---|---|---|---|
| 0.10 | 10.13 | 10.20 | 28.09 |
| 0.20 | 16.77 | 18.26 | 28.35 |
| 0.40 | 27.17 | 50.47 | 48.42 |

At $0.20$ nm$^{-1}$ the parabola is 9% above the exact energy of the first subband. Subband 2 descends from 30.08 meV to a minimum of 27.59 meV at $k=0.149$ nm$^{-1}$, 2.50 meV below its zone-centre value, and then rises. In the spherical model its lowest states thus form a ring in the plane of wave vectors; warping makes the depth and position of the minimum depend on direction. In subband 1, $k_l$ becomes imaginary above $0.217$ nm$^{-1}$, where the light part consists of real exponentials in $z$ instead of standing waves.

Replacing the light mass by $0.125m$ makes $r=1/4$ and brings heavy level 2 onto light level 1. Formula (4) gives a slope of 52.8 meV nm, which diagonalization confirms. With $m_l=m_h/9$, heavy level 3 meets light level 1, and the numerical masses are the bulk values $0.500m$ and $0.0556m$. The numerical output lists the six lowest levels of the first well.

## What each derivation assumes

Both derivations assume the spherical four-band model, uniform parameters inside the well, and envelopes that vanish at the walls. Finite barriers would change the levels, the matrix elements and the masses.

The first derivation also needs a flat potential, because it builds the state from four plane waves of one energy. In return it holds at any $k$ within the model, and it covers the coincidences without a separate treatment.

The second needs only the levels and matrix elements at $k=0$, and a gap to every level coupled linearly in $k$. Its parabola requires the coupling to be small compared with that gap. The method carries over to a smooth symmetric or asymmetric confining potential, provided its own levels and matrix elements are used. An asymmetric potential removes the reflection symmetry, and the doublets then split at order $k^3$, which leaves the masses unaffected. There heavy and light envelopes of different index are in general not orthogonal, so the off-diagonal part of $k^2J_x^2$ also mixes a coinciding heavy and light level at order $k^2$, and a gap to such levels is needed as well. The closed sum (1), however, relies on the energies proportional to $n^2$ and the sine functions of the hard-wall well.

## Values computed for the example and the checks

```
gamma1 = 6.0, gamma = 2.0, width a = 10.0 nm
bulk masses: heavy 0.500 m, light 0.100 m
mass ratio r = 0.200, sqrt(r) = 0.44721
hbar^2/(2 m a^2) = 0.38100 meV
heavy 1: x = 1.40496, cot(x/2) = 1.18128
heavy diagonal in-plane mass = 0.12500 m
light diagonal in-plane mass = 0.25000 m
level: edge (meV), own/M closed, M closed (m), M numerical (m)
heavy 1: 7.521, 3.52237, 0.14195, 0.14195
heavy 2: 30.082, -5.37893, -0.09296, -0.09296
light 1: 37.603, 2.09840, 0.04766, 0.04766
heavy 3: 67.685, 0.57658, 0.86717, 0.86717
heavy 4: 120.330, 1.18384, 0.42235, 0.42235
light 2: 150.412, 0.80439, 0.12432, 0.12432
k (1/nm): subbands 1, 2, 3 (meV); parabola for subband 1 (meV)
0.05: 8.187, 29.280, 39.382; 8.192
0.10: 10.133, 28.088, 43.530; 10.205
0.20: 16.772, 28.349, 55.806; 18.257
0.30: 22.653, 35.949, 72.501; 31.677
0.40: 27.170, 48.416, 82.718; 50.465
subband 2 minimum at k = 0.1488 1/nm
subband 2 minimum energy = 27.585 meV
its depth below the zone centre = 2.497 meV
subband 1: light part evanescent above k = 0.2175 1/nm
M(heavy 1)/ml at r = 0.0001: 1.64480
pi^2/6 = 1.64493
well with heavy 0.5 m, light 0.125 m, same width:
linear slope, formula = 52.793 meV nm
linear slope, numerical = 52.793 meV nm
well with heavy 0.5 m, light 0.5/9 m, heavy 3 on light 1:
numerical masses = 0.50000 m, 0.05556 m
largest relative level difference = 2.0e-13
largest difference in own/M = 6.5e-06
```
